# Coatable Area and Saturation Uptake of a Wafer with Deep Holes: a numerical check

```python
"""
Result under test: a square array of cylindrical blind holes multiplies the
coatable front area of a wafer, and its saturation uptake, by
    M = 1 + pi*d*L/p**2
d: hole diameter, R = d/2, L: depth, p: pitch, a = L/d: aspect ratio.
N: saturation uptake per area, J: molecular impingement rate per area.
Exposure is measured in units of N/J. Lengths are in nm unless stated.
Also tested: area after film growth, tapered walls, and the estimated
exposure 1 + 19a/4 + 3a**2/2 for diffuse free molecular flow.
"""
import numpy as np
from scipy.linalg import toeplitz
from scipy import constants as const

d, L, p = 100.0, 10000.0, 200.0
R, a = d / 2, L / d
flat_area = p**2
wall_area = np.pi * d * L
M = 1 + wall_area / flat_area


# ---------- area from a triangulated surface ----------
def patch_area(x, y, z):
    q = np.stack([x, y, z], axis=-1)
    q00, q10, q01, q11 = q[:-1, :-1], q[1:, :-1], q[:-1, 1:], q[1:, 1:]
    first = np.linalg.norm(np.cross(q10 - q00, q01 - q00), axis=-1)
    second = np.linalg.norm(np.cross(q10 - q11, q01 - q11), axis=-1)
    return 0.5 * (first.sum() + second.sum())


def mesh_area(r_top, r_bottom):
    phi = np.linspace(0, 2 * np.pi, 1441)[None, :]
    s = np.linspace(0, 1, 41)[:, None]
    c, sn = np.cos(phi), np.sin(phi)
    r_wall = r_bottom + s * (r_top - r_bottom)
    wall = patch_area(r_wall * c, r_wall * sn, L * s + 0 * phi)
    floor = patch_area(r_bottom * s * c, r_bottom * s * sn, 0 * s * phi)
    edge = (p / 2) / np.maximum(abs(c), abs(sn))
    r_land = (1 - s) * r_top + s * edge
    land = patch_area(r_land * c, r_land * sn, L + 0 * s * phi)
    return wall + floor + land


M_mesh = mesh_area(R, R) / flat_area
assert abs(M_mesh / M - 1) < 2e-5  # polygonal approximation of circles


# ---------- area from volume of gas points near the solid ----------
def near_surface_volume(t):
    dr, dz = 0.25, 1.0
    r = np.arange(dr / 2, R, dr)[:, None]
    z = np.arange(dz / 2, L, dz)[None, :]
    inside = np.minimum(R - r, z) < t
    volume = np.sum(inside * (2 * np.pi * r * dr * dz))
    step = t / 400
    gap = (np.arange(400) + 0.5) * step
    rim = np.hypot(gap[:, None], gap[None, :]) < t
    volume += np.sum(rim * (2 * np.pi * (R - gap[:, None]) * step**2))
    return volume + (p**2 - np.pi * R**2) * t


def film_area(t):
    return (p**2 - np.pi * R**2 + np.pi * (R - t)**2
            + 2 * np.pi * (R - t) * (L - t)
            + np.pi**2 * R * t - 2 * np.pi * t**2)


M_volume = (4 * near_surface_volume(1.0)
            - near_surface_volume(2.0)) / 2 / flat_area
assert abs(M_volume / M - 1) < 1e-4  # finite grid at the hole rim
film = 5.0
film_numeric = (near_surface_volume(film + 1)
                - near_surface_volume(film - 1)) / 2
assert abs(film_numeric / film_area(film) - 1) < 1e-4

r_floor = 40.0
taper_area = (p**2 - np.pi * R**2 + np.pi * r_floor**2
              + np.pi * (R + r_floor) * np.hypot(L, R - r_floor))
assert abs(mesh_area(R, r_floor) / taper_area - 1) < 2e-5


# ---------- diffuse molecular exchange in a tube ----------
def disc_to_disc(x):
    """View factor of equal coaxial discs, x = separation/radius."""
    s = 2 + x**2
    return 2 / (s + np.sqrt(s**2 - 4))


def exchange(u, n):
    """Ring-ring and ring-end view factors, tube length u diameters."""
    h = 2 * u / n
    P = disc_to_disc(np.arange(n + 1) * h)
    row = np.empty(n)
    row[0] = 2 * h - 2 * (1 - P[1])
    row[1:] = P[:-2] - 2 * P[1:-1] + P[2:]
    to_mouth = (P[:-1] - P[1:]) / (2 * h)
    return toeplitz(row / (2 * h)), to_mouth, P[-1], h


def transmission(u, n=None):
    n = n or max(80, int(12 * u))
    K, mouth, direct, h = exchange(u, n)
    escape = np.linalg.solve(np.eye(n) - K, mouth[::-1])
    return direct + np.sum(2 * h * mouth * escape)


assert abs(transmission(10, 120) / transmission(10, 480) - 1) < 0.01
lengths = np.array([0.5, 1, 2, 5, 10, 20, 50, 100])
W_numeric = np.array([transmission(u) for u in lengths])
W_simple = 1 / (1 + 0.75 * lengths)
W_error = np.max(abs(W_simple / W_numeric - 1))
assert W_error < 0.15  # accuracy claimed for the simple interpolation


def wall_exposure(u):
    nodes, weights = np.polynomial.legendre.leggauss(12)
    positions = u * (nodes + 1) / 2
    values = np.array([4 / transmission(v) for v in positions])
    return u / 2 * np.dot(weights, values)


def exposure_formula(u):
    return 1 + 19 * u / 4 + 1.5 * u**2


E_formula = exposure_formula(a)
E_numeric = wall_exposure(a) + 1 / W_numeric[-1]
assert abs(E_formula / E_numeric - 1) < 0.08  # approximate transmission
u_short = (-4 + np.sqrt(16 + 6 * M)) / 3
assert abs(wall_exposure(u_short) / M - 1) < 0.15


# ---------- time-dependent filling of a shorter hole ----------
a_test, n = 10.0, 80
K, mouth, direct, h = exchange(a_test, n)
V = np.zeros((n + 1, n + 1))
V[:n, :n] = K
V[:n, n] = mouth[::-1]
V[n, :n] = 2 * h * mouth[::-1]
source = np.append(mouth, direct)
return_weight = np.append(2 * h * mouth, direct)
coverage = np.zeros(n + 1)
capacity = 4 * a_test + 1
E_test = exposure_formula(a_test)
dE, inflow, elapsed = 0.25, 0.0, 0.0
fraction_area = fraction_front = None
while elapsed < 2.5 * E_test:
    free = 1 - coverage
    incident = np.linalg.solve(np.eye(n + 1) - V * (1 - free), source)
    reflected = (1 - free) * incident
    inflow += dE * (1 - np.dot(return_weight, reflected))
    coverage += dE * free * incident
    elapsed += dE
    if fraction_area is None and elapsed >= capacity:
        fraction_area = inflow / capacity
    if fraction_front is None and elapsed >= E_test:
        fraction_front = inflow / capacity
final_fraction = inflow / capacity
assert abs(final_fraction - 1) < 1e-3
assert fraction_area < 0.6
assert 0.8 < fraction_front < 1.001

# ---------- wafer example with rough process values ----------
site_density = 4.0       # molecules/nm^2
temperature = 500.0      # K
pressure_torr = 0.1
molar_mass = 100.0       # g/mol
collision_diameter = 0.6 # nm
wafer_diameter = 30.0    # cm
wafer_area = np.pi * wafer_diameter**2 / 4
uptake_flat = site_density * 1e14 * wafer_area
uptake_holes = uptake_flat * M
kT = const.k * temperature
pressure = pressure_torr * const.torr
gas_density = pressure / kT
gas_litres = uptake_holes / gas_density * 1000
mass = molar_mass * const.atomic_mass
J = pressure / np.sqrt(2 * np.pi * mass * kT) * 1e-18
flat_time = site_density / J
hole_time = flat_time * E_formula
free_path = kT / (np.sqrt(2) * np.pi
                  * (collision_diameter * 1e-9)**2 * pressure)
assert free_path > 100 * d * 1e-9
stored = gas_density * 1e-27 * np.pi * R**2 * L
hole_sites = site_density * (wall_area + np.pi * R**2)
assert stored / hole_sites < 1e-3


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Hole diameter", f"{d:.0f}", "nm")
show("Hole depth", f"{L:.0f}", "nm")
show("Pitch", f"{p:.0f}", "nm")
show("Aspect ratio", f"{a:.0f}")
show("Flat area per cell", f"{flat_area:.0f}", "nm^2")
show("Opening area = floor area", f"{np.pi*R**2:.1f}", "nm^2")
show("Top land area per cell", f"{p**2-np.pi*R**2:.1f}", "nm^2")
show("Side-wall area", f"{wall_area:.0f}", "nm^2")
show("Total area per cell", f"{M*flat_area:.0f}", "nm^2")
show("Wall area / flat area", f"{M-1:.4f}")
show("Area factor M, formula", f"{M:.4f}")
show("Area factor, triangulated surface", f"{M_mesh:.4f}")
show("Area factor, near-surface volume", f"{M_volume:.4f}")
show("Film thickness tried", f"{film:.1f}", "nm")
show("Area factor with that film", f"{film_area(film)/p**2:.2f}")
show("Same factor from volume", f"{film_numeric/p**2:.2f}")
show("Adsorbate offset tried", "0.3", "nm")
show("Area factor at that offset", f"{film_area(0.3)/p**2:.2f}")
show("Tapered floor diameter", f"{2*r_floor:.0f}", "nm")
show("Area factor with taper", f"{taper_area/p**2:.2f}")
show("Uptake ratio with exposed flat back", f"{(M+1)/2:.2f}")
show("Wafer diameter", f"{10*wafer_diameter:.0f}", "mm")
show("Flat wafer front area", f"{wafer_area:.1f}", "cm^2")
show("Coatable patterned front area", f"{wafer_area*M/1e4:.3f}", "m^2")
show("Saturation density", f"{site_density:.1f}", "molecules/nm^2")
show("Flat wafer uptake", f"{uptake_flat:.3e}", "molecules")
show("Patterned wafer uptake", f"{uptake_holes:.3e}", "molecules")
show("Patterned uptake", f"{uptake_holes/const.N_A*1e6:.1f}", "umol")
show("Temperature", f"{temperature:.0f}", "K")
show("Precursor pressure", f"{pressure_torr:.1f}", "Torr")
show("Molar mass", f"{molar_mass:.0f}", "g/mol")
show("Collision diameter", f"{collision_diameter:.1f}", "nm")
show("Gas volume holding patterned uptake", f"{gas_litres:.1f}", "L")
show("Mean free path", f"{free_path*1e3:.3f}", "mm")
show("Gas molecules stored in one hole", f"{stored:.0f}")
show("Saturation uptake of one hole", f"{hole_sites:.3e}", "molecules")
show("Stored gas / hole uptake", f"{stored/hole_sites:.2e}")
show("Impingement rate J", f"{J:.3e}", "molecules/(nm^2 s)")
show("Flat exposure time N/J", f"{flat_time*1e6:.1f}", "us")
show("Hole exposure / (N/J), formula", f"{E_formula:.0f}")
show("Hole exposure / (N/J), numerical W", f"{E_numeric:.0f}")
show("Largest error of simple W", f"{100*W_error:.1f}", "%")
show("Estimated hole exposure time", f"{hole_time:.3f}", "s")
show("Estimated exposure", f"{hole_time*pressure_torr:.4f}", "Torr s")
show("Depth coated by exposure M N/J", f"{u_short*d:.0f}", "nm")
show("That depth / hole depth", f"{100*u_short/a:.1f}", "%")
show("Simulated shorter hole, aspect ratio", f"{a_test:.0f}")
show("Its area / mouth area", f"{capacity:.0f}")
show("Its exposure estimate / (N/J)", f"{E_test:.1f}")
show("Its filling at area-scaled exposure", f"{100*fraction_area:.1f}", "%")
show("Its filling at estimated exposure", f"{100*fraction_front:.1f}", "%")
show("Its final filling", f"{100*final_fraction:.2f}", "%")
print("all good")
```

Running it gives:

```
Hole diameter: 100 nm
Hole depth: 10000 nm
Pitch: 200 nm
Aspect ratio: 100
Flat area per cell: 40000 nm^2
Opening area = floor area: 7854.0 nm^2
Top land area per cell: 32146.0 nm^2
Side-wall area: 3141593 nm^2
Total area per cell: 3181593 nm^2
Wall area / flat area: 78.5398
Area factor M, formula: 79.5398
Area factor, triangulated surface: 79.5398
Area factor, near-surface volume: 79.5398
Film thickness tried: 5.0 nm
Area factor with that film: 71.67
Same factor from volume: 71.67
Adsorbate offset tried: 0.3 nm
Area factor at that offset: 79.07
Tapered floor diameter: 80 nm
Area factor with taper: 71.62
Uptake ratio with exposed flat back: 40.27
Wafer diameter: 300 mm
Flat wafer front area: 706.9 cm^2
Coatable patterned front area: 5.622 m^2
Saturation density: 4.0 molecules/nm^2
Flat wafer uptake: 2.827e+17 molecules
Patterned wafer uptake: 2.249e+19 molecules
Patterned uptake: 37.3 umol
Temperature: 500 K
Precursor pressure: 0.1 Torr
Molar mass: 100 g/mol
Collision diameter: 0.6 nm
Gas volume holding patterned uptake: 11.6 L
Mean free path: 0.324 mm
Gas molecules stored in one hole: 152
Saturation uptake of one hole: 1.260e+07 molecules
Stored gas / hole uptake: 1.20e-05
Impingement rate J: 1.571e+05 molecules/(nm^2 s)
Flat exposure time N/J: 25.5 us
Hole exposure / (N/J), formula: 15476
Hole exposure / (N/J), numerical W: 15846
Largest error of simple W: 12.2 %
Estimated hole exposure time: 0.394 s
Estimated exposure: 0.0394 Torr s
Depth coated by exposure M N/J: 607 nm
That depth / hole depth: 6.1 %
Simulated shorter hole, aspect ratio: 10
Its area / mouth area: 41
Its exposure estimate / (N/J): 198.5
Its filling at area-scaled exposure: 41.7 %
Its filling at estimated exposure: 100.0 %
Its final filling: 100.00 %
all good
```
